# Two-photon interference of emitters with unequal lifetimes

## Problem

Two colour centres in silicon are triggered at the same instant. Each emits one photon, and the two photons enter different input ports of a lossless, balanced beam splitter. They have the same carrier frequency, polarisation and spatial mode, and each is in a pure state. Their intensities decay exponentially, with lifetimes $\tau_1=500$ ns and $\tau_2=1000$ ns. A detector at each output registers every photon, whatever its arrival time.

Let $P_c$ be the probability that both detectors click, and $P_d$ the same probability when the two photons are given orthogonal polarisations and nothing else is changed. The visibility is defined as

$$V=1-\frac{P_c}{P_d}.$$

(a) Express $P_c$, $P_d$ and $V$ through the temporal amplitudes of the two photons.

(b) Calculate $V$ for the given lifetimes, and find how it depends on their ratio.

(c) How are the remaining coincidences distributed over the time between the two clicks?

(d) Could $V$ be raised by triggering one emitter slightly earlier?

(e) How do a frequency difference and random phase noise change the result, and what does this mean for real silicon colour centres?

## Solution

### (a) From amplitudes to visibility

A pure single photon has one definite temporal amplitude $f_j(t)$, normalised so that $\int|f_j|^2dt=1$. The common carrier oscillation multiplies both amplitudes by the same phase factor and is dropped. Let $a^\dagger(t)$ and $b^\dagger(t)$ create a photon at time $t$ in the two input ports. The state before the splitter is

$$|\psi\rangle=\iint f_1(t)f_2(t')\,a^\dagger(t)\,b^\dagger(t')\,|0\rangle\,dt\,dt'.$$

With output ports $c$ and $d$, a balanced splitter acts as

$$a^\dagger\to\frac{c^\dagger+d^\dagger}{\sqrt2},\qquad b^\dagger\to\frac{c^\dagger-d^\dagger}{\sqrt2}.$$

The minus sign is needed to keep the two output combinations orthogonal, as a lossless device requires. The product becomes

$$a^\dagger(t)b^\dagger(t')\to\tfrac12\left[c^\dagger(t)c^\dagger(t')-c^\dagger(t)d^\dagger(t')+d^\dagger(t)c^\dagger(t')-d^\dagger(t)d^\dagger(t')\right].$$

The two middle terms put one photon in each output. In the third term we exchange the names $t$ and $t'$, which is allowed because both are integrated over, and use the fact that $c^\dagger$ and $d^\dagger$ commute. The coincidence part of the state is then

$$\iint A(t,t')\,c^\dagger(t)d^\dagger(t')|0\rangle\,dt\,dt',\qquad A(t,t')=\tfrac12\left[f_2(t)f_1(t')-f_1(t)f_2(t')\right].$$

The two terms are the two histories that lead to the same pair of clicks: both photons reflected, or both transmitted. Their amplitudes subtract.

The coincidence probability is the integral of $|A|^2$. Each squared term integrates to 1 by normalisation. With the overlap

$$S=\int f_1^*(t)f_2(t)\,dt,$$

the cross term is $-2\,\mathrm{Re}\left[\int f_2^*f_1\,dt\int f_1^*f_2\,dt'\right]=-2S^*S$. Therefore

$$P_c=\tfrac14\left(1+1-2|S|^2\right)=\tfrac12\left(1-|S|^2\right).$$

For orthogonal polarisations the two histories leave different final states, since the polarisation found at $c$ tells which photon went there. Their probabilities add, $P_d=\tfrac14+\tfrac14=\tfrac12$, and so

$$V=|S|^2.$$

### (b) The exponential photons

Let $\gamma_j=1/\tau_j$ be the decay rate of the intensity. The amplitude decays at half that rate:

$$f_j(t)=\sqrt{\gamma_j}\,e^{-\gamma_jt/2}\quad(t>0),\qquad f_j(t)=0\quad(t<0).$$

The prefactor gives $\int_0^\infty\gamma_je^{-\gamma_jt}dt=1$. Both photons start at $t=0$, so

$$S=\sqrt{\gamma_1\gamma_2}\int_0^\infty e^{-(\gamma_1+\gamma_2)t/2}\,dt=\frac{2\sqrt{\gamma_1\gamma_2}}{\gamma_1+\gamma_2},\qquad V=\frac{4\gamma_1\gamma_2}{(\gamma_1+\gamma_2)^2}.$$

Here $\gamma_1=0.0020$ and $\gamma_2=0.0010$ per ns, which gives

$$S=\frac{2\sqrt2}{3}=0.943,\qquad V=\frac{4\times0.0020\times0.0010}{(0.0030)^2}=\frac89=0.889.$$

The coincidence probability is $P_c=\tfrac12(1-\tfrac89)=\tfrac1{18}=0.0556$, against $\tfrac12$ for orthogonal photons.

As an independent check, the two-photon state was built on a grid of 600 time bins of 25 ns, sent through the splitter, and its coincidences summed. This gave $V=0.88890$, against $0.88889$ from the formula.

The definition of visibility matters. The contrast $(P_d-P_c)/(P_d+P_c)$ of the same data is $(9/18-1/18)/(9/18+1/18)=0.8$.

With the lifetime ratio $r=\tau_2/\tau_1=\gamma_1/\gamma_2$, division of numerator and denominator by $\gamma_2^2$ gives

$$V=\frac{4r}{(1+r)^2},\qquad 1-V=\frac{(1+r)^2-4r}{(1+r)^2}=\left(\frac{r-1}{r+1}\right)^2.$$

The absolute lifetimes have dropped out, and replacing $r$ by $1/r$ changes nothing. Equal lifetimes give $V=1$. For a small mismatch $r=1+\epsilon$ the loss is $\epsilon^2/4$ to leading order, so a slight inequality is forgiven. A ratio of three gives $V=3/4$, and for very large $r$ the visibility falls as $4/r$.

Both photons are pure, yet $V$ is below 1. Visibility measures how alike the two states are, and two pure states can differ. In frequency terms, the lines share a centre but have natural widths $\gamma_j/2\pi$ of 0.318 and 0.159 MHz.

### (c) When the remaining coincidences occur

At $t=t'$ the two terms of $A$ are equal and cancel, whatever the shapes of the photons. The remaining coincidences therefore have clicks at different times. Let the click at $d$ follow that at $c$ by $s>0$, so that $t'=t+s$, and write $\Gamma=\gamma_1+\gamma_2$. Then

$$|A|^2=\frac{\gamma_1\gamma_2}{4}\left[e^{-\gamma_2t/2-\gamma_1(t+s)/2}-e^{-\gamma_1t/2-\gamma_2(t+s)/2}\right]^2=\frac{\gamma_1\gamma_2}{4}e^{-\Gamma t}\left[e^{-\gamma_1s/2}-e^{-\gamma_2s/2}\right]^2.$$

Integration over $t$ from 0 to infinity gives a factor $1/\Gamma$. The opposite order of clicks contributes equally, because $|A|^2$ is unchanged when $t$ and $t'$ are exchanged. The probability density of the separation is thus

$$p(s)=\frac{\gamma_1\gamma_2}{2\Gamma}\left[e^{-\gamma_2s/2}-e^{-\gamma_1s/2}\right]^2.$$

Its area must reproduce $P_c$. Expanding the square and integrating term by term,

$$\int_0^\infty p\,ds=\frac{\gamma_1\gamma_2}{2\Gamma}\left[\frac1{\gamma_2}+\frac1{\gamma_1}-\frac4\Gamma\right]=\frac12-\frac{2\gamma_1\gamma_2}{\Gamma^2}=\frac12-\frac49=\frac1{18}.$$

The maximum lies where the derivative of the bracket vanishes, $\gamma_1e^{-\gamma_1s/2}=\gamma_2e^{-\gamma_2s/2}$. Taking logarithms,

$$s_{\max}=\frac{2\ln(\gamma_1/\gamma_2)}{\gamma_1-\gamma_2}=\frac{2\ln2}{0.0010\ \text{ns}^{-1}}=1386\ \text{ns}.$$

The simulated histogram peaks at 1375 ns, which agrees within its 25 ns bins.

For orthogonal photons the cross term is absent, and the density is $p_d(s)=(\gamma_1\gamma_2/2\Gamma)(e^{-\gamma_1s}+e^{-\gamma_2s})$. The visibility among pairs with a given separation is then

$$1-\frac{p(s)}{p_d(s)}=\frac{2e^{-\Gamma s/2}}{e^{-\gamma_1s}+e^{-\gamma_2s}}=\frac1{\cosh[(\gamma_1-\gamma_2)s/2]}.$$

The last step divides numerator and denominator by $e^{-\Gamma s/2}$. Keeping only pairs with small $s$ therefore raises the visibility towards 1 in this model, at the price of discarding events. The value $8/9$ belongs to detection without such selection.

### (d) A trigger offset

Let the photon with rate $\gamma_e$ start at $t=0$ and the other, with rate $\gamma_l$, start later, at $T\ge0$. The product of amplitudes is nonzero only after $T$. With $u=t-T$,

$$S=\sqrt{\gamma_e\gamma_l}\int_0^\infty e^{-\gamma_e(u+T)/2}e^{-\gamma_lu/2}\,du=\frac{2\sqrt{\gamma_e\gamma_l}}{\Gamma}\,e^{-\gamma_eT/2},$$

$$V(T)=\frac{4\gamma_1\gamma_2}{\Gamma^2}\,e^{-\gamma_eT}.$$

The answer is no: an offset of either sign lowers $V$, and simultaneous triggering is the best choice for these shapes. The factor $e^{-\gamma_eT}$ is the probability that the early photon has not been emitted by time $T$. The part of its amplitude after $T$ has the same exponential shape as before, so the loss is entirely in its weight.

The two signs are not equivalent. For $T=10$ ns, $V=0.889\,e^{-0.02}=0.871$ if the short photon starts first, and $0.889\,e^{-0.01}=0.880$ if the long one does.

### (e) Frequency difference, phase noise and real devices

Suppose the emitters differ in angular frequency by $D$, and that their relative phase also performs a random walk $\varphi(t)$. Its increments are Gaussian with variance $2q|t-t'|$, so that

$$\left\langle e^{i[\varphi(t)-\varphi(t')]}\right\rangle=e^{-q|t-t'|}.$$

Here $q$ is the sum of the pure-dephasing rates of the two emitters. Each pair of photons has its own $S$, and the measured coincidence rate averages over pairs, so $V=\langle|S|^2\rangle$:

$$V=\gamma_1\gamma_2\int_0^\infty\!\!\int_0^\infty e^{-\Gamma(t+t')/2}\,e^{-q|t-t'|}\,e^{iD(t-t')}\,dt\,dt'.$$

We split the region into $t'>t$ and $t'<t$, and in each call the earlier time $t$ and the separation $s$. The sum of the two times is $2t+s$. The two regions carry opposite phases, which add to $2\cos Ds$:

$$V=2\gamma_1\gamma_2\int_0^\infty e^{-\Gamma t}dt\int_0^\infty e^{-ks}\cos(Ds)\,ds=\frac{2\gamma_1\gamma_2}{\Gamma}\,\frac{k}{k^2+D^2},\qquad k=\frac\Gamma2+q.$$

For $D=q=0$ this returns the result of part (b). For $D=0$ and $q=0.0020$ per ns it gives $V=0.381$; an average over 8000 simulated random phase histories gave $0.382$.

Without dephasing, a detuning $D=\Gamma/2$ halves the visibility. In ordinary frequency this is half the sum of the two natural linewidths, about 0.24 MHz. Long-lived emitters thus demand very close tuning.

**Comparison with silicon T centres.** These centres emit near 1300 nm with a lifetime near 1000 ns, both rough values. The 500 ns lifetime represents a second centre whose decay is accelerated by an optical cavity; it is a chosen value. Of the departures estimated here, the largest comes from the loss of stable resonance. As a rough figure for centres in fabricated structures, let the relative frequency wander slowly, fixed during one pair but changing between pairs, with a Gaussian distribution of 1 GHz full width at half maximum. Its standard deviation is $\sigma=2\pi\times1\ \text{GHz}/2.355=2.67$ rad/ns, far above $\Gamma/2=0.0015$ per ns. The Gaussian is then nearly constant across the narrow Lorentzian $(\Gamma/2)^2/[(\Gamma/2)^2+D^2]$, which has unit height and area $\pi\Gamma/2$, and

$$\bar V\approx\frac89\,\frac{\pi\,\Gamma/2}{\sigma\sqrt{2\pi}}=0.889\times7.0\times10^{-4}\approx6\times10^{-4}.$$

In the visibility counted over all click separations, the interference is practically gone. The value $8/9$ is what lifetime mismatch alone would leave after the wandering had been removed, not a forecast for such devices.

Other departures, each taken alone with the lifetimes held fixed, have these sizes.

- **Phonon sideband.** Without a cavity, only a fraction of roughly 0.2 of the light lies in the sharp zero-phonon line. For a simple estimate this value is taken for both emitters, although a cavity tuned to the line would raise it for the faster one. The sideband light loses coherence within about a picosecond and hardly interferes. Without a filter both photons must be in the sharp line, so $V\approx0.2^2\times0.889=0.036$. If the cavity halves the lifetime by adding decay into the sharp line only, the fraction for the faster centre becomes $(1+0.2)/2=0.6$, and $V\approx0.2\times0.6\times0.889=0.11$. The ideal result assumes that the sideband is filtered out.

- **Temperature.** Take a level roughly $E=2$ meV above the emitting one, reached at the rate $W=R/(e^{E/k_BT}-1)$, with $T$ now the temperature and $R=1$ per ns an assumed round value. Such escape damps the optical coherence of each emitter at $W/2$, so $q=W$ for the pair. With these values, $W=0.0030$ per ns and $V\approx0.3$ at 4 K, and the loss at 1.5 K is negligible. The trend comes from the Boltzmann factor, but both results depend strongly on the assumed $E$ and $R$. With $R=18$ per ns, $E=1.76$ meV gives $V\approx0.88$ at 1.5 K and $0.012$ at 4 K, while $E=1.35$ meV gives $0.66$ and $0.004$. Whether 1.5 K is cold enough for a real centre must therefore be judged from its measured thermal broadening.

- **Splitter imbalance.** For reflectance $\mathcal R$ and transmittance $\mathcal T$, the two histories in $A$ have weights $\mathcal R$ and $\mathcal T$ instead of $\tfrac12$. Hence $P_c=\mathcal R^2+\mathcal T^2-2\mathcal R\mathcal T|S|^2$ and $P_d=\mathcal R^2+\mathcal T^2$, so $V$ is multiplied by $2\mathcal R\mathcal T/(\mathcal R^2+\mathcal T^2)$. A 45:55 splitter gives $0.889\times0.495/0.505=0.871$.

- **Pulse length.** An emitter excited at the start of a 10 ns pulse has a chance $1-e^{-0.02}=0.020$ of decaying before the pulse ends, if its lifetime is 500 ns. It could then be excited again and emit a second photon. This number is not itself the two-photon probability, which depends on the pulse. For a resonant square $\pi$ pulse of length $T_p=10$ ns, the emitter is excited only gradually, and after an early emission the rest of the pulse re-excites it only partly. The probability of a second photon is then about $\gamma_1\int_0^{T_p}\sin^2\!\left(\frac{\pi t}{2T_p}\right)\cos^2\!\left(\frac{\pi t}{2T_p}\right)dt=\gamma_1T_p/8=0.0025$. The effect on $V$ is not calculated here.

- **Cavity storage.** A cavity of assumed quality factor $10^4$ at 1300 nm holds light for $10^4/\omega=6.9$ ps, where $\omega$ is the optical angular frequency. This is tiny compared with 500 ns, so the cavity leaves the exponential shape almost untouched.

The numerical output below lists the main parameters and results.

## Values computed for the example and the checks

```
lifetime, fast emitter: 500 ns
lifetime, slow emitter: 1000 ns
decay rate, fast: 0.0020 per ns
decay rate, slow: 0.0010 per ns
natural linewidth, fast: 0.318 MHz
natural linewidth, slow: 0.159 MHz
amplitude overlap S: 0.9428
visibility, exact symbolic: 8/9
visibility, formula: 0.88889
visibility, simulated state: 0.88890
coincidence probability, formula: 0.05556
coincidence probability, simulated: 0.05555
coincidence probability, orthogonal: 0.50000
other convention (Pd-Pc)/(Pd+Pc): 0.8000
visibility, lifetime ratio 3, simulated: 0.7500
visibility, equal lifetimes, simulated: 1.0000
most likely click separation, formula: 1386 ns
most likely click separation, simulated: 1375 ns
time bin of simulation: 25 ns
dephasing test, summed rate: 0.0020 per ns
dephasing test, visibility by formula: 0.381
dephasing test, visibility by random phases: 0.382
Neglected effects, each taken alone:
relative spectral wandering, FWHM: 1.0 GHz
visibility with wandering: 6.26e-04
zero-phonon fraction: 0.2
sideband dephasing rate, each: 500 per ns
visibility with unfiltered sideband: 0.0356
gap to higher level: 2.0 meV
assumed relaxation rate: 1.0 per ns
escape rate at 1.5 K: 1.91e-07 per ns
visibility at 1.5 K: 0.8888
escape rate at 4.0 K: 3.03e-03 per ns
visibility at 4.0 K: 0.2943
trigger offset and pulse length: 10 ns
visibility, fast photon first: 0.8713
visibility, slow photon first: 0.8800
fast-emitter decay chance within pulse: 0.0198
splitter reflectance: 0.45
visibility, unbalanced splitter: 0.8713
wavelength: 1300 nm
cavity quality factor: 10000
cavity storage time: 6.9 ps
```
